\section*{Power Spectrum and Corner Frequency of a Random Telegraph Dark Current}

\section{What scaling and symmetry fix}

A photodiode's dark current switches between a low level $I_L$ and a high level $I_H=I_L+\Delta I$, with $\Delta I>0$. Let $\tau_L$ and $\tau_H$ be the mean times spent in the two levels on each visit. Define
\begin{equation}
a=\frac1{\tau_L},\qquad b=\frac1{\tau_H},\qquad \Lambda=a+b .
\end{equation}
Thus $a$ is the upward switching rate and $b$ the downward one.

The spectrum $S$ of the current fluctuation has the unit of current squared times time. Multiplying the step by a constant multiplies $S$ by the square of that constant. If the two rates are the only other parameters, then
\begin{equation}
S(f)=\frac{\Delta I^2}{\Lambda}\,
G\!\left(\frac a\Lambda,\frac{\omega}{\Lambda}\right),
\qquad \omega=2\pi f,
\end{equation}
where $G$ is dimensionless. Reflecting the current about the midpoint of its levels exchanges $a$ and $b$ and reverses the sign of every fluctuation. Since a spectrum is quadratic in the fluctuation, it must be unchanged by this exchange.

A corner frequency therefore has the form $\Lambda g(a/\Lambda)$, with $g(u)=g(1-u)$. Scaling and symmetry leave $g$ open. The switching dynamics must show that it is a constant.

\section{Assumptions and theorem}

Successive dwells are independent. Their durations have probability densities $a e^{-at}$ in the low level and $b e^{-bt}$ in the high level. The levels and rates are constant, switching is instantaneous, and the process is stationary. The current is first treated as continuous within each level; discrete electrons are added later.

The exponential densities are a real condition. Two mean dwell times alone do not determine a spectrum.

The spectrum is one-sided: its integral over positive $f$ is the variance. For a record of length $T$, with $\delta I=I-\langle I\rangle$, define
\begin{equation}
S_T(f)=\frac2T\left\langle\left|
\int_0^T\delta I(t)e^{-i\omega t}\,dt\right|^2\right\rangle,
\qquad S(f)=\lim_{T\to\infty}S_T(f). \label{def}
\end{equation}
The factor 2 places the equal contributions of positive and negative frequencies on the positive axis.

\paragraph{Theorem.} Under these assumptions, for $f>0$,
\begin{equation}
S(f)=\frac{4\Delta I^2}
{(\tau_L+\tau_H)\left[(a+b)^2+(2\pi f)^2\right]},
\label{main}
\end{equation}
and the half-power corner is
\begin{equation}
f_c=\frac{a+b}{2\pi}
=\frac1{2\pi}\left(\frac1{\tau_L}+\frac1{\tau_H}\right).
\label{corner}
\end{equation}

\section{Relaxation and covariance}

\paragraph{Lemma 1.} The chance of leaving a level does not depend on how long the current has been there.

\emph{Proof.} The probability that a high dwell survives beyond $t$ is
\begin{equation}
\int_t^\infty b e^{-bu}\,du=e^{-bt}.
\end{equation}
The conditional probability of leaving during the next $dt$ is $be^{-bt}dt/e^{-bt}=b\,dt$. The mean dwell is $\int_0^\infty e^{-bt}dt=1/b$, as required. Replacing $b$ by $a$ proves the result for the low level. $\square$

\paragraph{Lemma 2.} A deviation of the high-level probability from equilibrium decays at the rate $a+b$.

\emph{Proof.} Let $p(t)$ be the probability of the high level. In a short time $dt$, two switches have probability of order $dt^2$. To first order,
\begin{equation}
p(t+dt)=p(t)(1-b\,dt)+[1-p(t)]a\,dt,
\end{equation}
and hence
\begin{equation}
\frac{dp}{dt}=a(1-p)-bp=a-(a+b)p .
\end{equation}
Setting the derivative to zero gives
\begin{equation}
p_s=\frac a{a+b}=\frac{\tau_H}{\tau_L+\tau_H}.
\end{equation}
Put $p=p_s+\delta$. Since $a-(a+b)p_s=0$,
\begin{equation}
\frac{d\delta}{dt}=-(a+b)\delta,\qquad
\delta(t)=\delta(0)e^{-\Lambda t}. \qquad\square
\end{equation}

This is the origin of the sum. An excess $\delta$ in the high level increases departures by $b\delta$. It also leaves the low level depleted by $\delta$, which reduces arrivals by $a\delta$. Both changes restore equilibrium.

\paragraph{Lemma 3.} The current covariance at lag $s$ is
\begin{equation}
C(s)=\Delta I^2p_s(1-p_s)e^{-\Lambda|s|}. \label{cov}
\end{equation}

\emph{Proof.} Write $I=I_L+\Delta I\,x$, where $x=0$ in the low level and $x=1$ in the high level. For $s\ge0$, the product $x(t)x(t+s)$ is nonzero only when both values are one. Starting in the high level means $\delta(0)=1-p_s$, so Lemma 2 gives
\begin{align}
\langle x(t)x(t+s)\rangle
&=p_s\left[p_s+(1-p_s)e^{-\Lambda s}\right],\\
\langle x(t)x(t+s)\rangle-p_s^2
&=p_s(1-p_s)e^{-\Lambda s}.
\end{align}
Multiplication by $\Delta I^2$ gives the current covariance. Stationarity gives $C(-s)=C(s)$, hence the absolute value. $\square$

\section{From covariance to spectrum}

\paragraph{Lemma 4.} The definition \eqref{def} gives
\begin{equation}
S(f)=4\int_0^\infty C(s)\cos(\omega s)\,ds. \label{wk}
\end{equation}

\emph{Proof.} Expand the squared integral and set $s=t-t'$:
\begin{align}
S_T(f)
&=\frac2T\int_0^T\!\int_0^T C(t-t')e^{-i\omega(t-t')}\,dt\,dt'\\
&=\frac2T\int_{-T}^{T}(T-|s|)C(s)e^{-i\omega s}\,ds\\
&=4\int_0^T\left(1-\frac sT\right)C(s)\cos(\omega s)\,ds .
\end{align}
The factor $T-|s|$ is the length of the set of start times for which both points lie in the record. The last line uses the evenness of $C$.

To control the limit, let $z=\Lambda+i\omega$. Direct integration gives
\begin{equation}
\int_0^T\left(1-\frac sT\right)e^{-zs}ds
=\frac1z-\frac{1-e^{-zT}}{Tz^2}.
\end{equation}
The real part of $1/z$ is $\Lambda/|z|^2$, while the second term has magnitude at most $(1+e^{-\Lambda T})/(T|z|^2)$. Therefore
\begin{equation}
\left|\frac{S_T(f)}{S(f)}-1\right|
\le\frac{1+e^{-\Lambda T}}{\Lambda T}, \label{finite}
\end{equation}
which vanishes as $T\to\infty$. $\square$

\emph{Proof of the theorem.} Taking the real part of $\int_0^\infty e^{-zs}ds=1/z$, equations \eqref{cov} and \eqref{wk} give
\begin{equation}
S(f)=4\Delta I^2p_s(1-p_s)
\frac{\Lambda}{\Lambda^2+\omega^2}.
\end{equation}
The prefactor simplifies through
\begin{equation}
p_s(1-p_s)\Lambda
=\frac{ab}{(a+b)^2}(a+b)
=\frac{ab}{a+b}=\frac1{\tau_L+\tau_H},
\end{equation}
which proves \eqref{main}. As $f\to0$, the denominator in brackets tends to $\Lambda^2$. It is twice that value when $\omega=\Lambda$, which proves \eqref{corner}. $\square$

Retaining the mean current would add $(2/T)\langle I\rangle^2\sin^2(\omega T/2)/(\omega/2)^2$ to the finite-record spectrum. At fixed $f>0$ this falls as $1/T$; at $f=0$ it grows as $T$. The mean thus gives a line at zero frequency, and $S(0)$ below denotes the limit of the fluctuation spectrum.

\section{Area, plateau and limits}

With $f=f_cu$, the integrated spectrum is
\begin{equation}
\int_0^\infty S(f)\,df
=S(0)f_c\int_0^\infty\frac{du}{1+u^2}
=\frac{\pi}{2}S(0)f_c .
\end{equation}
Since $S(0)=4C(0)/\Lambda$ and $f_c=\Lambda/(2\pi)$, this equals $C(0)$, confirming the convention. The plateau is
\begin{equation}
S(0)=\frac{4\Delta I^2}{(\tau_L+\tau_H)\Lambda^2}
=\frac{4\Delta I^2\tau_L^2\tau_H^2}{(\tau_L+\tau_H)^3}.
\label{plateau}
\end{equation}
At fixed $\Delta I$ and $\Lambda$, it is proportional to $p_s(1-p_s)$ and is greatest for equal dwells. Dividing the same rate sum unequally lowers the plateau but leaves the corner in place.

The corner can also be found from $fS(f)$. This product is proportional to $f/(f_c^2+f^2)$, whose derivative has the sign of $f_c^2-f^2$. Its maximum is therefore at $f_c$.

If $\tau_H\ll\tau_L$, then
\begin{equation}
f_c=\frac1{2\pi\tau_H}\left(1+\frac{\tau_H}{\tau_L}\right),
\qquad S(0)\simeq\frac{4\Delta I^2\tau_H^2}{\tau_L}.
\end{equation}
The shorter dwell sets the corner to leading order, while the rarity of the pulses reduces the plateau. Exchanging the labels gives the opposite case.

For $\omega\gg\Lambda$, $S\simeq4\Delta I^2/[(\tau_L+\tau_H)\omega^2]$. At fixed step, this tail depends only on the cycle time. A fit confined to it cannot determine the two dwell times separately.

\section{Why the mean dwells are not enough}

\paragraph{Proposition.} With the same mean dwells but non-exponential durations, the half-power frequency need not be $\Lambda/(2\pi)$, nor depend only on $\Lambda$.

\emph{Proof.} Let each dwell consist of two independent exponential stages. Their rates are $\beta=2b$ in the high level and $\alpha=2a$ in the low level, so the mean dwells are unchanged.

First consider general independent dwells. Let $\phi_H=\langle e^{-i\omega t_H}\rangle$ and $\phi_L=\langle e^{-i\omega t_L}\rangle$, where $t_H,t_L$ are dwell durations. Assume $|\phi_H\phi_L|<1$, so that the series below converges; this holds for exponential stages at every $f>0$, but fails for strictly periodic switching, where $|\phi_H\phi_L|=1$ at every frequency. Integration by parts expresses the Fourier integral of $x$ as $1/(i\omega)$ times a sum over jumps, positive upward and negative downward. End terms remain bounded and disappear after division by $T$.

There is one jump of each sign per cycle. Their self-pairs contribute 2. Pairing an upward jump with all later jumps gives $-\phi_H+\phi_H\phi_L-\cdots$; a downward jump gives the same series with labels exchanged. With $P=\phi_H\phi_L$, the total per cycle is
\begin{equation}
2+2\,\mathrm{Re}\frac{2P-\phi_H-\phi_L}{1-P}
=2\,\mathrm{Re}\frac{(1-\phi_H)(1-\phi_L)}{1-P}.
\end{equation}
Multiplication by $2\Delta I^2/[(\tau_L+\tau_H)\omega^2]$ gives
\begin{equation}
S=\frac{4\Delta I^2}{(\tau_L+\tau_H)\omega^2}\,\mathrm{Re}\,R,
\qquad R=\frac{(1-\phi_H)(1-\phi_L)}{1-P}.
\end{equation}

For two stages, $\phi_H=[\beta/(\beta+i\omega)]^2$ and $\phi_L=[\alpha/(\alpha+i\omega)]^2$. Put $\sigma=\alpha+\beta=2\Lambda$ and $D=2\alpha\beta-\omega^2+i\omega\sigma$. Factoring $1-P$ as a difference of squares gives
\begin{align}
R&=\frac{i\omega(2\alpha+i\omega)(2\beta+i\omega)}
{(\sigma+i\omega)D}
=\frac{i\omega}{\sigma+i\omega}
\left(2+\frac{\omega^2}{D}\right),
\end{align}
because the product of the two numerator brackets is $2D+\omega^2$. Next,
\begin{equation}
(\sigma+i\omega)D=2\sigma(\alpha\beta-\omega^2)
+i\omega(2\alpha\beta+\sigma^2-\omega^2).
\end{equation}
Taking the real part gives
\begin{equation}
S=\frac{4\Delta I^2}{(\tau_L+\tau_H)(\sigma^2+\omega^2)}
\left[2+\frac{\omega^2(2\alpha\beta+\sigma^2-\omega^2)}
{(2\alpha\beta-\omega^2)^2+\omega^2\sigma^2}\right].
\end{equation}
At low frequency the bracket is 2 and $\sigma^2=4\Lambda^2$, so the plateau is half that in \eqref{plateau}.

Let $y=\omega^2/\sigma^2$ and $k=2\alpha\beta/\sigma^2=2p_s(1-p_s)$. Half power requires
\begin{equation}
1+\frac{y(k+1-y)}{(k-y)^2+y}=y .
\end{equation}
Clearing the denominator and collecting powers gives
\begin{equation}
y^3+(1-2k)y^2+(k^2+k-2)y-k^2=0. \label{cubic}
\end{equation}
For $0<k\le1/2$, the coefficients change sign once, so there is one positive root. It varies with $k$: it tends to 1 as $k\to0$ and equals $(1+\sqrt2)/2$ at $k=1/2$. The half-power frequency is $2f_c\sqrt y$, which proves the proposition. $\square$

Exponential dwells are sufficient for \eqref{main}, but not necessary. Since $1/R=1/(1-\phi_H)+1/(1-\phi_L)-1$, only the sum of the two terms matters. With $\zeta=i\omega$, exponential dwells give $1+b/\zeta$ and $1+a/\zeta$. A two-stage high dwell gives $1+b/\zeta-b/(\zeta+4b)$. A low dwell with $\phi_L=[(a+b)\zeta+4ab]/[\zeta^2+(a+5b)\zeta+4ab]$, a mixture of two exponentials with mean $1/a$, gives $1+a/\zeta+b/(\zeta+4b)$. The extra terms cancel and the spectrum is exactly \eqref{main}. A Lorentzian with corner $\Lambda/(2\pi)$ therefore does not prove that the dwells are exponential.

\section{Discrete electrons}

Given a switching path, suppose electrons arrive as a Poisson process of rate $r(t)=I(t)/q$, where $q$ is the elementary charge. For arrival times $t_j$, separating self-pairs from distinct pairs gives
\begin{equation}
\left\langle\left|\sum_j e^{-i\omega t_j}\right|^2\right\rangle
=\int_0^T r\,dt+\left|\int_0^T r e^{-i\omega t}\,dt\right|^2 .
\end{equation}
Now average over paths and multiply by $2q^2/T$. The self-pairs give $2q\langle I\rangle$; the other term gives the telegraph spectrum and the zero-frequency line. For $f>0$,
\begin{equation}
S_{\mathrm{total}}(f)=S(f)+2q\langle I\rangle .
\end{equation}
The corner belongs to the telegraph part, so the white part must be subtracted before reading a half-power point.

\section{A photodiode example}

Take $I_L=10\,000$ pA, $\Delta I=100$ pA, $\tau_H=3.0$ ms and $\tau_L=6.0$ ms. Then $b=333.33$ s$^{-1}$, $a=166.67$ s$^{-1}$, and
\begin{align}
f_c&=\frac{166.67+333.33}{2\pi}=79.6\ \mathrm{Hz},\\
S(0)&=\frac{4(100)^2}{(0.0090)(500)^2}
=17.8\ \mathrm{pA^2/Hz}.
\end{align}
The plateau is $1.78\times10^{-23}$ A$^2$/Hz. The high-level fraction is $1/3$, so the rms fluctuation is $100\sqrt{2/9}=47.1$ pA. Either rate alone would put the corner at 53.1 or 26.5 Hz. The number of full cycles per second, 111, is not the corner either.

At fixed step, the following pairs separate the two roles of the rates:
\begin{center}
\begin{tabular}{cccc}
$\tau_H,\tau_L$ (ms) & $\Lambda$ (s$^{-1}$) & $f_c$ (Hz) & $S(0)$ (pA$^2$/Hz)\\
3.0, 6.0 & 500 & 79.6 & 17.8\\
4.0, 4.0 & 500 & 79.6 & 20.0\\
2.5, 10.0 & 500 & 79.6 & 12.8\\
1.0, 8.0 & 1125 & 179.0 & 3.5
\end{tabular}
\end{center}
The first three share a corner. The first and last share a cycle time of 9 ms, yet their corners differ.

For two-stage dwells with the original means, $k=4/9$. The half-power point moves to 172.9 Hz, in agreement with \eqref{cubic}, and the plateau falls to 8.9 pA$^2$/Hz.

An average over 4000 simulated records, each 2.01 s long, gave 8.93 pA$^2$/Hz at the corner, against 8.89 from \eqref{main}. The expected statistical error is about 1.6 percent; by \eqref{finite}, the finite record changes the mean by at most about 0.1 percent. The simulated and predicted spectra are in the numerical output.

\section{Real devices and limits of use}

The example is set in the regime of a germanium-on-silicon waveguide photodiode at 300 K and 1 V reverse bias. A 10 nA dark current is a rough typical scale; the step and dwells are chosen inputs. The assumed mechanism is a metastable defect that alters a leakage path. A high dwell of mean length carries about $1.9\times10^6$ extra electrons, so the step is not the charge of one trapped carrier. Real devices can break the assumption of constant parameters. With a rough activation energy of 0.30 eV for both rates, warming by 1 K raises the corner by 3.9 percent. With 0.33 eV for the dark current, it also raises the baseline by about 430 pA, over four times the step. A temperature drift of about 0.23 K would shift the baseline by as much as the step, so slow drift must be controlled or removed before the levels are identified.

Shot noise is 0.0032 pA$^2$/Hz, and a 10 M$\Omega$ feedback resistor adds 0.0017 pA$^2$/Hz. The telegraph noise equals their sum near 4.8 kHz. Other amplifier noise is omitted. A single-pole amplifier of 50 kHz bandwidth reduces the power at the corner by only about $2.5$ parts per million.

Flicker noise of the form $A\langle I\rangle^2/f$ would equal the telegraph noise at the corner for $A=7.0\times10^{-6}$. The plateau is obscured sooner than the corner, because flicker noise grows towards low frequency: at one tenth of this coefficient it is already half the telegraph noise at 8 Hz. An independent second defect whose current step adds to the first contributes its own covariance and hence its own spectrum; if its rate sum differs, the total no longer has the single-corner form \eqref{main}. If the two defects act on the same leakage path, so that the step of one depends on the state of the other, a further term appears that decays at the sum of the two rate sums.

Across a 500 nm intrinsic layer, the applied 1 V and an assumed built-in 0.5 V give a mean field of 0.030 MV/cm, about 0.3 of a rough bulk germanium breakdown field of 0.1 MV/cm; a layer this thin breaks down at a higher field, so the fraction for this layer is smaller. This mean does not exclude stronger local fields. Tunnelling or multiplication there could change the levels and rates with bias, and multiplication would also invalidate the simple shot-noise term. The corner formula can be used at each fixed bias if the switching there is stationary and still has two levels with independent, exponential dwells.

\section*{Computed values}
\begin{verbatim}
low level 10000 pA, step 100 pA
mean dwell high 3.0 ms, low 6.0 ms
rate up 166.67 1/s, rate down 333.33 1/s
rate sum 500.00 1/s
relaxation time 2.000 ms
high-level fraction 0.3333
mean current 10033.3 pA
variance 2222.2 pA^2, rms 47.14 pA
integrated spectrum 2222.2 pA^2
plateau 17.778 pA^2/Hz = 1.778e-23 A^2/Hz
corner 79.58 Hz = 0.07958 kHz
peak of f*S found at 79.58 Hz
rate down alone / 2pi 53.05 Hz
rate up alone / 2pi 26.53 Hz
full cycles per second 111.11 1/s
pairs: high ms, low ms, sum 1/s, corner Hz, plateau pA^2/Hz
  3.0, 6.0, 500.0, 79.58, 17.778
  4.0, 4.0, 500.0, 79.58, 20.000
  2.5, 10.0, 500.0, 79.58, 12.800
  1.0, 8.0, 1125.0, 179.05, 3.512
two-stage dwells: half-power 172.94 Hz
two-stage dwells: plateau 8.889 pA^2/Hz
simulation: 4000 records of 2.0106 s
simulated high fraction 0.3334
simulation: f Hz, simulated and formula S in pA^2/Hz
  7.96, 17.4346, 17.6018
  79.58, 8.9348, 8.8889
  795.77, 0.1728, 0.1760
electron test: rates 1500, 3500 1/s
electron test: 2000 records, f = corner
electron test: telegraph part 3555.6 1/s
electron test: shot part 4333.3 1/s
electron test: predicted sum 7888.9 1/s
electron test: simulated 7986.2 1/s
temperature 300 K
shot noise 0.00322 pA^2/Hz
feedback resistor 10 Mohm
resistor thermal noise 0.00166 pA^2/Hz
telegraph equals white noise at 4806 Hz
amplifier bandwidth 50000 Hz
amplifier power loss at corner 2.53e-06
flicker coefficient matching at corner 7.03e-06
activation: rates 0.30 eV
activation: dark current 0.33 eV
corner shift for +1 K 3.93 percent
baseline drift for +1 K 433 pA
warming whose drift equals the step 0.235 K
bias 1.0 V, built-in 0.5 V
intrinsic thickness 500 nm
mean field 0.030 MV/cm
mean field / rough breakdown field 0.30
extra electrons per high dwell 1.87e+06
\end{verbatim}
